# The Free Vacuum as Minimizer of the Bogoliubov-Dirac-Fock Energy: verification in Python

```python
"""
Result under test: the Bogoliubov-Dirac-Fock energy, normal ordered with respect
to the free Dirac vacuum,
  E(Q) = tr|D0|(Q++ - Q--) + (alpha/2) D(rho,rho)
         - (alpha/2) int int |Q(x,y)|^2/|x-y|,
obeys E(Q) >= (1 - pi alpha/4) tr|D0|Q^2 >= 0 for 0 <= alpha <= 4/pi.
Q = P - P_minus, 0 <= P <= 1; P_minus projects on the negative spectrum of D0;
D(f,g) = int int f(x) g(y)/|x-y|; rho is the density of Q.
Units: hbar = c = m = 1, energies in m c^2, momenta in m c.
An external charge density nu adds -alpha D(rho,nu).
"""
import itertools
from functools import reduce
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, expm
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn

rng = np.random.default_rng(7)
pi = np.pi
alpha_phys = constants.fine_structure
alpha_kato = 4 / pi
mc2_keV = 1e3 * constants.physical_constants[
    "electron mass energy equivalent in MeV"][0]


def random_hermitian(size):
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (z + z.conj().T) / 2


def gauss_grid(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# --- Normal-ordered interaction in an explicit Fock space of four modes -------
# Modes 0,1 have positive energy, modes 2,3 are filled in the free vacuum.
modes = 4
lower, sign_z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = [reduce(np.kron, [sign_z] * j + [lower] + [one] * (modes - j - 1))
       for j in range(modes)]
v = rng.normal(size=(modes,) * 4)
H_int = np.zeros((2**modes, 2**modes))
for i, j, k, l in itertools.product(range(modes), repeat=4):
    # string c+_i c+_j c_l c_k; excitation creators are moved to the left
    string = [(i, True), (j, True), (l, False), (k, False)]
    creates = [dag == (m < 2) for m, dag in string]
    order = sorted(range(4), key=lambda s: not creates[s])
    swaps = sum(order[a] > order[b] for a in range(4) for b in range(a + 1, 4))
    ops = [ann[string[s][0]].T if string[s][1] else ann[string[s][0]]
           for s in order]
    H_int += 0.5 * v[i, j, k, l] * (-1)**swaps * reduce(np.matmul, ops)
wick_error = 0.0
for electrons in (1, 2, 3):
    orbitals = np.linalg.eigh(random_hermitian(modes))[1]
    state = np.zeros(2**modes, complex)
    state[0] = 1
    for n_el in range(electrons):
        state = sum(orbitals[a, n_el] * ann[a].T for a in range(modes)) @ state
    gamma = np.array([[state.conj() @ ann[i].T @ ann[k] @ state
                       for i in range(modes)] for k in range(modes)])
    Qf = gamma - np.diag([0, 0, 1, 1])
    formula = 0.5 * (np.einsum("ijkl,ki,lj->", v, Qf, Qf)
                     - np.einsum("ijkl,li,kj->", v, Qf, Qf))
    wick_error = max(wick_error, abs(state.conj() @ H_int @ state - formula))
assert wick_error < 1e-11

# --- Pauli inequality Q^2 <= Q++ - Q-- ----------------------------------------
half = 5
Pm = np.diag([0.] * half + [1.] * half)
Pp = np.eye(2 * half) - Pm
lowest_gap, projector_error = np.inf, 0.0
for trial in range(200):
    U = np.linalg.eigh(random_hermitian(2 * half))[1]
    for occ in (rng.random(2 * half), rng.integers(0, 2, 2 * half)):
        Qr = (U * occ) @ U.conj().T - Pm
        gap = Pp @ Qr @ Pp - Pm @ Qr @ Pm - Qr @ Qr
        lowest_gap = min(lowest_gap, np.linalg.eigvalsh(gap)[0])
    projector_error = max(projector_error, np.abs(gap).max())
assert lowest_gap > -1e-12 and projector_error < 1e-12

# --- Kato's inequality 1/|x| <= (pi/2)|p| -------------------------------------
log_ratio = lambda t: np.log(abs((1 + t) / (1 - t))) / t
radial_integral = sum(quad(log_ratio, lo, hi, limit=200)[0]
                      for lo, hi in ((0, 1), (1, 3), (3, np.inf)))
assert abs(radial_integral - pi**2 / 2) < 1e-6
# momentum kernel 1/(2 pi^2 |p-q|^2), tested on the Gaussian pi^(-3/4) exp(-r^2/2)
angle = lambda u: np.cos(u) * np.sin(u) * np.log(
    abs((np.cos(u) + np.sin(u)) / (np.cos(u) - np.sin(u))))
angular = quad(angle, 0, pi / 4)[0] + quad(angle, pi / 4, pi / 2)[0]
from_momentum = 4 * pi**-1.5 * angular * quad(
    lambda s: s**3 * np.exp(-s * s / 2), 0, np.inf)[0]
from_position = 4 * pi * pi**-1.5 * quad(
    lambda s: s * np.exp(-s * s), 0, np.inf)[0]
assert abs(from_momentum - from_position) < 1e-7
# s Gaussians with exponents 4^i; matrix elements scaled to unit diagonals
ea, eb = 1.0, 4.0
inv_r = 4 * pi * quad(lambda s: s * np.exp(-(ea + eb) * s * s), 0, np.inf)[0]
abs_p = 4 * pi * (4 * ea * eb)**-1.5 * quad(
    lambda s: s**3 * np.exp(-s * s * (1 / ea + 1 / eb) / 4), 0, np.inf)[0]
sech = 1 / np.cosh(np.log(4) / 2)
assert abs(inv_r * np.sqrt(ea * eb) / pi - sech) < 1e-8
assert abs(abs_p * np.sqrt(ea * eb) / pi - sech**2) < 1e-8
kato_ratios = {}
for count in (5, 20, 80):
    u = np.log(4) * np.subtract.outer(np.arange(count), np.arange(count))
    kato_ratios[count] = eigh(1 / np.cosh(u / 2), 1 / np.cosh(u / 2)**2,
                              eigvals_only=True)[-1]
assert kato_ratios[5] < kato_ratios[20] < kato_ratios[80] < pi / 2
assert pi / 2 - kato_ratios[80] < 0.01

# --- Wave packets in the positive and negative spectral subspaces --------------
cutoff, powers = 20.0, [108, 36, 12, 4]
n = len(powers)
p, wp = gauss_grid(0, cutoff, 400)
Ep = np.sqrt(1 + p * p)
shape = np.array([(1 - (p / cutoff)**2)**k for k in powers])
big, small = shape * (1 + 1 / Ep) / 2, shape * p / Ep / 2
# the spinors (big chi, small s.p chi), (-small s.p chi, big chi) against D0(p)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1., -1.]).astype(complex)
direction = np.array([2., -1., 2.]) / 3
sp = direction[0] * sx + direction[1] * sy + direction[2] * sz
for q in (40, 200):
    D0p = np.block([[np.eye(2), p[q] * sp], [p[q] * sp, -np.eye(2)]])
    chi = np.array([1., 0.])
    up = np.concatenate([big[3, q] * chi, small[3, q] * sp @ chi])
    um = np.concatenate([-small[3, q] * sp @ chi, big[3, q] * chi])
    assert np.allclose(D0p @ up, Ep[q] * up, atol=1e-12)
    assert np.allclose(D0p @ um, -Ep[q] * um, atol=1e-12)
overlap = 4 * pi * ((big * wp * p**2) @ big.T + (small * wp * p**2) @ small.T)
C = np.linalg.inv(np.linalg.cholesky(overlap))
big, small = C @ big, C @ small
kin = 4 * pi * ((big * wp * p**2 * Ep) @ big.T
                + (small * wp * p**2 * Ep) @ small.T)
r, wr = gauss_grid(0, 20.0, 900)
F = np.sqrt(2 / pi) * (big * wp * p**2) @ spherical_jn(0, np.outer(p, r))
G = np.sqrt(2 / pi) * (small * wp * p**2) @ spherical_jn(1, np.outer(p, r))
mono = F[:, None] * F[None] + G[:, None] * G[None]
dip = F[:, None] * G[None] + G[:, None] * F[None]
assert np.allclose(4 * pi * mono @ (wr * r**2), np.eye(n), atol=1e-7)

# --- Coulomb integrals (ij|kl) from Fourier-transformed pair densities ---------
k, wk = gauss_grid(0, 2 * cutoff, 600)
mono_k = np.sqrt(2 / pi) * (mono * wr * r**2) @ spherical_jn(0, np.outer(r, k))
dip_k = np.sqrt(2 / pi) * (dip * wr * r**2) @ spherical_jn(1, np.outer(r, k))
dens0 = np.zeros((2 * n, 2 * n, len(k)), complex)
dens1 = np.zeros_like(dens0)
dens0[:n, :n] = dens0[n:, n:] = mono_k
dens1[n:, :n], dens1[:n, n:] = 1j * dip_k, -1j * dip_k
d0, d1 = dens0.reshape(4 * n * n, -1), dens1.reshape(4 * n * n, -1)
coul = (16 * pi**2 * ((d0 * wk) @ d0.T + (d1 * wk) @ d1.T / 3)).reshape(
    (2 * n,) * 4)
K = kin[0, 0]
J, X = coul[0, 0, n, n].real, coul[0, n, n, 0].real
# the same two integrals from the multipole expansion in position space
r_min, r_max = np.minimum.outer(r, r), np.maximum.outer(r, r)
f0, f1 = wr * r**2 * mono[0, 0], wr * r**2 * dip[0, 0]
J_pos = (4 * pi)**2 * f0 @ (1 / r_max) @ f0
X_pos = (4 * pi / 3)**2 * f1 @ (r_min / r_max**2) @ f1
assert abs(J_pos / J - 1) < 2e-3 and abs(X_pos / X - 1) < 2e-3  # kink at r = r'

absD = np.zeros((2 * n, 2 * n))
absD[:n, :n] = absD[n:, n:] = kin
sea = np.diag([0.] * n + [1.] * n)
exch_mat = np.einsum("acdb->abcd", coul).reshape(4 * n * n, -1)
dir_mat = np.einsum("abdc->abcd", coul).reshape(4 * n * n, -1)


def parts(Q):
    """kinetic trace, D(rho,rho), exchange integral"""
    kinetic = np.trace(kin @ (Q[:n, :n] - Q[n:, n:])).real
    x = Q.reshape(-1)
    return kinetic, (x.conj() @ dir_mat @ x).real, (x.conj() @ exch_mat @ x).real


def energy(Q, alpha):
    kinetic, direct, exchange = parts(Q)
    return kinetic + alpha / 2 * (direct - exchange)


# --- Exchange bound for every kernel in the packet space -----------------------
eye = np.eye(2 * n)
kin_mat = (np.kron(absD, eye) + np.kron(eye, absD)) / 2
top_ratio = eigh((exch_mat + exch_mat.conj().T) / 2, kin_mat,
                 eigvals_only=True)[-1]
assert 0 < top_ratio < pi / 2

# --- Energy bound for random pure and mixed states ------------------------------
low_one, low_kato = np.inf, np.inf
for trial in range(300):
    size = (0.02, 0.3, 2.0)[trial % 3]
    U = expm(1j * size * random_hermitian(2 * n))
    pure = U @ sea @ U.conj().T
    W = expm(1j * size * random_hermitian(2 * n))
    mixed = (pure + W @ sea @ W.conj().T) / 2
    for P in (pure, mixed):
        Q = P - sea
        kinetic, direct, exchange = parts(Q)
        square = np.trace(absD @ Q @ Q).real
        assert direct > -1e-10 and square <= kinetic * (1 + 1e-9)
        assert exchange <= pi / 2 * square
        assert energy(Q, 1.0) >= (1 - pi / 4) * square
        low_one = min(low_one, energy(Q, 1.0) / kinetic)
        low_kato = min(low_kato, energy(Q, alpha_kato) / kinetic)
assert low_kato > 0


# --- One sea orbital rotated into a positive-energy orbital ---------------------
def pair_state(theta, phase=-1j):
    psi = np.zeros(2 * n, complex)
    psi[n], psi[0] = np.cos(theta), phase * np.sin(theta)
    Q = np.outer(psi, psi.conj())
    Q[n, n] -= 1
    return Q


theta = pi / 6
Q_pair = pair_state(theta)
kin_pair, dir_pair, ex_pair = parts(Q_pair)
E_phys, E_kato = energy(Q_pair, alpha_phys), energy(Q_pair, alpha_kato)
for a, value in ((alpha_phys, E_phys), (alpha_kato, E_kato)):
    assert abs(value - np.sin(theta)**2 * (2 * K - a * (J - X))) < 1e-8
    assert abs(value - energy(pair_state(theta, 1.0), a)) < 1e-8
assert parts(pair_state(theta, 1.0))[1] < 1e-10 < dir_pair

# --- A coupling at which a many-orbital rotation lowers the energy --------------
basis = []
for i, j in itertools.product(range(n), repeat=2):
    Q = np.zeros((2 * n, 2 * n))
    Q[i, n + j] = Q[n + j, i] = 1
    basis.append(Q.reshape(-1))
B = np.array(basis).T
attraction = (B.T @ (exch_mat - dir_mat) @ B).real
vals, vecs = eigh((attraction + attraction.T) / 2, B.T @ kin_mat @ B)
alpha_unstable = 2 / vals[-1]
t = 0.1 * vecs[:, -1].reshape(n, n)
U = expm(np.block([[np.zeros((n, n)), t], [-t.T, np.zeros((n, n))]]))
Q_rot = U @ sea @ U.T - sea
alpha_above = 1.05 * alpha_unstable
E_rot_above, E_rot_kato = energy(Q_rot, alpha_above), energy(Q_rot, alpha_kato)
assert alpha_unstable > alpha_kato and E_rot_above < 0 < E_rot_kato


# --- External dipolar density nu = -i phi_minus^+ phi_plus ----------------------
def energy_ext(angle_):
    Q = pair_state(angle_)
    cross = (-1j * np.einsum("ab,ba->", Q, coul[:, :, n, 0])).real
    return energy(Q, alpha_phys) - alpha_phys * cross


best = minimize_scalar(energy_ext, bounds=(0, 0.1), method="bounded",
                       options={"xatol": 1e-10})
A = 2 * K - alpha_phys * (J - X)
closed = A / 2 - np.sqrt(A**2 / 4 + (alpha_phys * X)**2)
ext_bound = -alpha_phys * X / 2
assert abs(best.fun - closed) < 1e-10 and ext_bound < best.fun < -1e-9

print(f"physical alpha = {alpha_phys:.8f}, 1/alpha = {1/alpha_phys:.4f}")
print(f"4/pi = {alpha_kato:.6f}, pi/2 = {pi/2:.6f}")
print(f"m c^2 = {mc2_keV:.4f} keV")
print(f"Fock-space check, largest deviation = {wick_error:.1e}")
print(f"lowest eigenvalue of Q++ - Q-- - Q^2 = {lowest_gap:.1e}")
print(f"radial integral in Kato's proof = {radial_integral:.8f}")
print(f"pi^2/2 = {pi**2/2:.8f}")
for count, ratio in kato_ratios.items():
    print(f"max <1/r>/<|p|>, {count} Gaussians = {ratio:.6f}")
print(f"cutoff = {cutoff:.1f} m c; packets per subspace = {n}")
print(f"packet powers = {powers}")
print(f"max exchange/tr|D0|Q^2 in packet space = {top_ratio:.6f}")
print(f"lowest E/kinetic, random states, alpha=1: {low_one:.6f}")
print(f"lowest E/kinetic, random states, alpha=4/pi: {low_kato:.6f}")
print(f"K = {K:.6f} m c^2")
print(f"J = {J:.6f} m c/hbar")
print(f"X = {X:.6f} m c/hbar")
print(f"theta = {theta:.6f} rad, sin^2 = {np.sin(theta)**2:.4f}")
print(f"pair: kinetic part = {kin_pair:.6f} m c^2")
print(f"pair: D(rho,rho) = {dir_pair:.6f} m c/hbar")
print(f"pair: exchange integral = {ex_pair:.6f} m c/hbar")
print(f"pair: direct energy, physical alpha = {alpha_phys*dir_pair/2:.8f} m c^2")
print(f"pair: exchange energy, physical alpha = {-alpha_phys*ex_pair/2:.8f} m c^2")
print(f"pair: E, physical alpha = {E_phys:.6f} m c^2")
print(f"pair: E, physical alpha = {E_phys*mc2_keV:.3f} keV")
print(f"pair: E, alpha=4/pi = {E_kato:.6f} m c^2")
print(f"packet-space instability coupling = {alpha_unstable:.6f}")
print(f"test coupling above it = {alpha_above:.6f}")
print(f"rotated state: E there = {E_rot_above:.4e} m c^2")
print(f"rotated state: E at 4/pi = {E_rot_kato:.4e} m c^2")
print(f"external dipole: best theta = {best.x:.4e} rad")
print(f"external dipole: lowest E = {best.fun:.4e} m c^2")
print(f"external dipole: lower bound = {ext_bound:.4e} m c^2")
print("tests ok")
```

It prints:

```
physical alpha = 0.00729735, 1/alpha = 137.0360
4/pi = 1.273240, pi/2 = 1.570796
m c^2 = 510.9990 keV
Fock-space check, largest deviation = 1.9e-15
lowest eigenvalue of Q++ - Q-- - Q^2 = -2.7e-15
radial integral in Kato's proof = 4.93480220
pi^2/2 = 4.93480220
max <1/r>/<|p|>, 5 Gaussians = 1.326243
max <1/r>/<|p|>, 20 Gaussians = 1.528286
max <1/r>/<|p|>, 80 Gaussians = 1.567047
cutoff = 20.0 m c; packets per subspace = 4
packet powers = [108, 36, 12, 4]
max exchange/tr|D0|Q^2 in packet space = 0.624665
lowest E/kinetic, random states, alpha=1: 0.815539
lowest E/kinetic, random states, alpha=4/pi: 0.765137
K = 1.811700 m c^2
J = 0.923247 m c/hbar
X = 0.031577 m c/hbar
theta = 0.523599 rad, sin^2 = 0.2500
pair: kinetic part = 0.905850 m c^2
pair: D(rho,rho) = 0.023683 m c/hbar
pair: exchange integral = 0.469518 m c/hbar
pair: direct energy, physical alpha = 0.00008641 m c^2
pair: exchange energy, physical alpha = -0.00171312 m c^2
pair: E, physical alpha = 0.904223 m c^2
pair: E, physical alpha = 462.057 keV
pair: E, alpha=4/pi = 0.622023 m c^2
packet-space instability coupling = 3.545252
test coupling above it = 3.722515
rotated state: E there = -4.9940e-04 m c^2
rotated state: E at 4/pi = 6.4060e-03 m c^2
external dipole: best theta = 6.3706e-05 rad
external dipole: lowest E = -1.4681e-08 m c^2
external dipole: lower bound = -1.1522e-04 m c^2
tests ok
```
